\section*{Why cold electrons in diamond keep their valley polarization}

\section{What has to change for the polarization to decay}

Q: I prepare electrons in diamond at 77 K so that some conduction valleys hold more of them than others. The imbalance survives for some hundreds of nanoseconds, although an electron scatters every few picoseconds. Why does that scattering not destroy it?

A: Because most of it leaves the electron in its valley. Diamond has six valleys, two on each cubic axis, at about $0.76\times 2\pi/a$ from the zone centre. Your polarization is a difference between axes. Let $n_x,n_y,n_z$ be the axis populations, with sum $n$, and let $w$ be the rate from one valley to each of the four valleys on perpendicular axes. An electron leaves the $x$ axis at rate $4w$. An electron on $y$ or $z$ enters it at rate $2w$, since two of its four target valleys lie on $x$. Hence
\begin{align}
\dot n_x&=-4w\,n_x+2w(n_y+n_z)=-4w\,n_x+2w(n-n_x)\nonumber\\
&=-6w\left(n_x-\tfrac{n}{3}\right).
\end{align}
The imbalance decays at $6w$, which is $3/2$ of the leaving rate. Scattering between the two valleys of one axis changes no $n_x$ and drops out of this counting. It can still change an electron's energy, which matters below.

Q: Could an ordinary low-energy acoustic phonon supply the jump between axes?

A: Not alone. The jump is $(0.76,-0.76,0)$ in units of $2\pi/a$. Subtracting the reciprocal-lattice vector $(1,-1,1)$ leaves $(-0.24,0.24,-1)$, of length $1.056$, and no other choice is shorter. With $a=0.357$ nm this is $Q=18.6$ nm$^{-1}$. An acoustic phonon of energy $kT$ has wavevector $kT/\hbar c=0.56$ nm$^{-1}$ at 77 K, for a sound speed $c=18$ km/s. The jump needs a zone-edge phonon, and light atoms with stiff bonds put its energy $W=\hbar\omega$ near 0.1 eV. I take one phonon energy, $W=110$ meV, as a rough typical value. A real crystal has several branches at this wavevector, each with its own coupling. At 77 K a branch 15 meV lower is about ten times more populated, so a lower branch can dominate even with a weaker coupling.

\section{The rate of phonon absorption}

Q: How fast would the scattering be if such phonons were plentiful?

A: Take a coupling energy $Du$, where $u$ is the lattice displacement and $D$ is constant. A mode in volume $V$ is an oscillator of mass $\rho V$, with $\rho$ the density, so its squared matrix element for absorption is $\hbar N/(2\rho V\omega)$, where $N=1/(e^{W/kT}-1)$. Emission has $N+1$ in place of $N$.

For an ellipsoidal valley put $m=(m_l m_t^2)^{1/3}$. The states below energy $E$ fill a $k$-space volume $(4\pi/3)(2mE)^{3/2}/\hbar^3$. Dividing by $8\pi^3$ and differentiating gives the density of states per volume, for one valley and one spin (the phonon does not flip spin):
\begin{equation}
g(E)=\frac{m^{3/2}\sqrt E}{\sqrt2\,\pi^2\hbar^3}.
\end{equation}
The golden rule for absorption into one perpendicular valley is then
\begin{align}
\frac{2\pi}{\hbar}\,\frac{D^2\hbar N}{2\rho\omega}\,g(E+W)
&=RN\sqrt{1+\frac EW},\\
R&=\frac{D^2m^{3/2}\sqrt W}{\sqrt2\,\pi\rho\hbar^3\omega}.
\end{align}
Rough typical inputs are $D=8\times10^8$ eV/cm, $\rho=3.52$ g/cm$^3$, $m_l=1.5$ and $m_t=0.3$ electron masses, so $m=0.513$. They give $R=2.27\times10^{12}$ s$^{-1}$, and $4R=9.09\times10^{12}$ s$^{-1}$ for the four valleys. The coupling is strong. What is missing is phonons.

Q: How many are there, and what is the rate averaged over my electrons?

A: At 77 K, $kT=6.635$ meV and $z=W/kT=16.58$, so $N=6.31\times10^{-8}$. For dilute electrons at the lattice temperature, with $x=E/kT$, the average of $\sqrt{1+E/W}$ is
\begin{equation}
A(z)=\frac{2}{\sqrt{\pi z}}\int_0^\infty\!\sqrt{x(x+z)}\,e^{-x}dx .
\end{equation}
Put $x+z/2=(z/2)\cosh u$. Then $\sqrt{x(x+z)}=(z/2)\sinh u$, and the integral becomes
\begin{equation}
\frac{z^2}{4}e^{z/2}\!\int_0^\infty\!\sinh^2\!u\;e^{-(z/2)\cosh u}du
=\frac z2e^{z/2}K_1\!\left(\frac z2\right),
\end{equation}
after one integration by parts and the definition $K_1(y)=\int_0^\infty\cosh u\,e^{-y\cosh u}du$. So $A=\sqrt{z/\pi}\,e^{z/2}K_1(z/2)$, which tends to 1 for large $z$ and is $1.044$ here. The absorption rate per electron is
\begin{align}
\Gamma_a&=4RNA\nonumber\\
&=9.09\times10^{12}\times6.31\times10^{-8}\times1.044\ \mathrm{s^{-1}}\nonumber\\
&=5.99\times10^5\ \mathrm{s^{-1}},
\end{align}
or one absorption in 1.67 $\mu$s.

\section{From absorption to lifetime}

Q: Is the lifetime then two thirds of 1.67 $\mu$s?

A: That would forget emission. An electron with $E>W$ can emit the phonon even when none is present. Few electrons are so energetic, but they emit fast. Shifting the energy by $W$ in the average shows that emission per electron has the mean rate
\begin{equation}
4R(N+1)e^{-z}A=4RNA=\Gamma_a ,
\end{equation}
since $(N+1)e^{-z}=N$. In equilibrium there are as many emissions as absorptions.

Q: So the decay is twice as fast?

A: It would be if the two were independent events. But an electron that has just absorbed a phonon sits above $W$ and may emit one at once. To treat this, let $p(E)$ be the polarization per unit energy, and let $a(E)=4RN\sqrt{(E+W)/W}$ and $b(E)=4R(N+1)\sqrt{(E-W)/W}$ be the absorption and emission rates, with $b=0$ below $W$. An electron leaving $x$ lands on $y$ or $z$ with equal chance, which turns polarization $1$ into $-1/2$. Therefore
\begin{align}
\dot p(E)={}&-[a(E)+b(E)]\,p(E)+C p\nonumber\\
&-\tfrac12\left[a(E-W)p(E-W)+b(E+W)p(E+W)\right],
\end{align}
where $C$ describes acoustic scattering within a valley.

Write $p=\phi f$, with $f$ the normalized Maxwell distribution in energy. Detailed balance gives $f(E)a(E)=f(E+W)b(E+W)\equiv j(E)$, and $\int j\,dE=\Gamma_a$. Multiply the equation by $-\phi$ and integrate. With $\phi'=\phi(E+W)$,
\begin{equation}
\mathcal Q[\phi]=\int j\left(\phi^2+\phi'^2+\phi\phi'\right)dE+\mathcal Q_{C}.
\end{equation}
The acoustic part $\mathcal Q_C$ is a sum of equilibrium fluxes times squared differences of $\phi$, so it is not negative. The operator is symmetric in these variables, so the slowest decay rate is the minimum of $\mathcal Q/\int f\phi^2dE$.

The trial $\phi=1$ has $\mathcal Q_C=0$ and gives $3\Gamma_a$, an upper bound on the rate. For a lower bound, suppose acoustic scattering mixes the energies below $W$ quickly compared with the lifetime, so $\phi=1$ there. Then
\begin{equation}
1+\phi'^2+\phi'=\tfrac34+\left(\phi'+\tfrac12\right)^2\ge\tfrac34 .
\end{equation}
Pairs that start above $W$ and the tail's share of $\int f\phi^2dE$ are smaller by a factor of order $\sqrt z\,e^{-z}$ and are dropped. Thus
\begin{equation}
\frac1\tau=\beta\,\Gamma_a,\qquad \tfrac34\le\beta\le3 .
\end{equation}
At $\beta=3$ acoustic scattering keeps the tail thermal, and absorption and emission each contribute $\tfrac32\Gamma_a$. At $\beta=3/4$ each absorption is followed by prompt emission, and the pair leaves a fraction $(-\tfrac12)^2=\tfrac14$ of the polarization. For our numbers $\tau$ lies between 0.56 and 2.2 $\mu$s.

Q: Where does diamond fall in that range?

A: That needs $C$. Deformation coupling to long acoustic waves has a squared matrix element proportional to $q$. Angular integration then gives, for an electron of wavevector $k$, the rate of exchanging a phonon in $dq$,
\begin{equation}
\frac{\hbar^2c\,q^2}{4m\ell kT\,k}\left(N_q+\tfrac12\pm\tfrac12\right)dq ,
\end{equation}
with the upper sign for emission and $|k-k'|\le q\le k+k'$, where $k'$ is the final wavevector. (In the product $kT$, $k$ is Boltzmann's constant.) The prefactor makes the total rate $v/\ell$ when phonons are classical and collisions nearly elastic, so $\ell$ is the mean free path. It follows from the acoustic mobility $\mu=e\ell\langle v\rangle/3kT$ with $\langle v\rangle=\sqrt{8kT/\pi m}$. A rough $\mu=2\times10^4$ cm$^2$/Vs at 77 K gives $\ell=523$ nm. This calibration is approximate, because at 77 K the exchanged phonons carry about $kT$ and collisions are not nearly elastic: the inelastic rate above, with this $\ell$, corresponds to a mobility near $2.4\times10^4$ cm$^2$/Vs.

I solved the equation as a linear system on an energy grid of 0.5 meV up to 330 meV, and took $\tau$ as the time integral of the normalized polarization, started from a Maxwell distribution. The result is $\beta=1.25$ and $\tau=1.3$ $\mu$s. Raising the acoustic rate by 20\% to restore $\mu=2\times10^4$ cm$^2$/Vs gives $\beta=1.32$ and leaves $\tau$ at 1.3 $\mu$s. Prompt re-emission matters, but does not win completely. This $C$ leaves out jumps between the two valleys of one axis. That jump reduces to $0.48\times2\pi/a$, where even the 18 km/s branch lies below $W$, so it can also drain and refill the tail. Adding such a phonon at an assumed 90 meV gives $\beta=1.3$ for a coupling of $2\times10^8$ eV/cm and $\beta=1.8$, $\tau=0.9$ $\mu$s for $8\times10^8$ eV/cm.

\section{Testing the explanation}

Q: How do I know that the scarcity of phonons is the cause?

A: Make the phonons less scarce. This also puts more electrons above $W$, so it tests the activated law as a whole, not the phonons alone. With $W=50$ meV and the same $D$ at 77 K, the model lifetime falls to 0.15 ns. With $W=110$ meV and a warmer lattice, taking $\ell\propto1/T$, it is 31 ns at 100 K, 0.48 ns at 150 K and about 7 ps at 300 K, where the decay is no longer a single exponential and its slowest part is 10\% longer. The slope of $\ln\tau$ against $1/kT$ between 72 and 82 K gives an activation energy of 109 meV, close to $W$.

Q: Then a cold crystal is enough?

A: No, the electrons must be cold too. A field $F$ heats them while the lattice stays at 77 K. It adds to the isotropic distribution $f_0$ a part $f_1\cos\theta$, where $\theta$ is measured from the force and $f_1=-eF\ell\,\partial f_0/\partial E$. Electrons gain energy at rate $eFv\cos\theta$. Averaging $\cos^2\theta$ to $1/3$ gives an energy flux
\begin{equation}
J=-g\,\frac{(eF)^2\ell v}{3}\,\frac{\partial f_0}{\partial E}.
\end{equation}
This is diffusion in energy, and I added it to $C$ with one isotropic mass. A field breaks detailed balance, so the limit $\beta\le3$ no longer applies. The lifetime is 1.26 $\mu$s at 30 V/cm, 0.57 $\mu$s at 100 V/cm and 2.9 ns at 300 V/cm. The constant $\ell$ and the two angular terms are marginal here, since $eF\ell\approx0.8kT$ at 100 V/cm. With higher angular terms, the inelastic acoustic rate and the mobility held at $2\times10^4$ cm$^2$/Vs, the three values become 1.2 $\mu$s, 0.7 $\mu$s and 7 ns.

To see the role of emission, switch off intervalley absorption in the model. Without a field $\tau$ is still finite, 5.0 $\mu$s, because acoustic phonons lift some electrons above $W$. At 100 V/cm it is 0.82 $\mu$s, against 0.57 $\mu$s with absorption. Most of the decay there needs no 0.11 eV phonon in advance. A long lifetime needs both few phonons and few electrons above $W$.

\section{Comparison with a real crystal}

Q: I measure hundreds of nanoseconds, and you obtain 1.3 $\mu$s. Which is it?

A: The model gives an order of magnitude and cannot settle a factor of a few. Each of these changes, made alone, matters:
\begin{itemize}
\item $W=100$ meV instead of 110 gives 0.30 $\mu$s; 120 meV gives 6.0 $\mu$s.
\item $D=1.2\times10^9$ eV/cm gives 0.73 $\mu$s; $4\times10^8$ gives 3.5 $\mu$s.
\item A field of about 130 to 150 V/cm, depending on how the heating is treated, gives 0.30 $\mu$s.
\end{itemize}
One measured lifetime cannot tell them apart. Its dependence on field and temperature can help. My inputs are rough values for high-purity diamond, and the first assumption a drift experiment breaks is zero field. Real valleys also heat unequally. Scale the heating power at 100 V/cm by $m_c/m_F$, where $m_F$ is the mass along the field and the conductivity mass $m_c=3/(1/m_l+2/m_t)=0.41$ keeps the valley average unchanged. If every valley had the heavy mass along the field, $\tau$ would be 1.1 $\mu$s; with the light mass it would be 0.39 $\mu$s. With the field on the $x$ axis, the two $x$ valleys are heavy and the other four are light. Electrons leave the hotter valleys faster, so the field itself creates a polarization: in the model 58\% of the electrons end on $x$. The imbalance along the field relaxes to that value in 0.7 $\mu$s, and an imbalance between $y$ and $z$ decays in 0.39 $\mu$s. A single decay time does not describe this.

Q: What about impurities and carrier density?

A: A short-range impurity can change the valley elastically, with no activation energy. For a potential $U$ over one atomic volume $\Omega=a^3/8$ and impurity density $n_i$, the golden rule gives the decay rate
\begin{equation}
6w_i=6\,\frac{2\pi}{\hbar}\,n_i(U\Omega)^2\,\frac{2}{\sqrt\pi}\,g(kT),
\end{equation}
where $2/\sqrt\pi$ is the Maxwell average of $\sqrt{E/kT}$. With an assumed $U=3$ eV it equals $1/\tau$ at $n_i\approx4\times10^{14}$ cm$^{-3}$. This is an order of magnitude, and it shows why purity matters. Degeneracy does not: $10^{11}$ carriers per cm$^3$ fill about $10^{-8}$ of the effective density of states $12(mkT/2\pi\hbar^2)^{3/2}=7\times10^{18}$ cm$^{-3}$.

Q: Will cooling further lengthen the lifetime with the same 110 meV slope?

A: Not indefinitely. An electron can absorb a phonon $\mathbf q_1$ and emit one of wavevector $-\mathbf q_2$, with $\mathbf q_1+\mathbf q_2=\mathbf Q$. Energy nearly balances when both lie half-way, so the cost is the half-way energy $E_h=\hbar\omega_h$, not $W$. The two orders of events add to an amplitude $2M_1M_2/\Delta$, with $M_i^2=D^2\hbar/(2\rho V\omega_i)$ and $\Delta$ the energy of the virtual state.

Assume $\omega\propto q$ and set $s,t=(q_1\pm q_2)/Q$. Then $d^3q_1=(\pi Q^3/4)(s^2-t^2)\,ds\,dt$ and $\omega_1\omega_2=\omega_h^2(s^2-t^2)$, so $s^2-t^2$ cancels. The population of the absorbed phonon is nearly $e^{-E_h(s+t)/kT}$. The integral over $s\ge1$ gives $(kT/E_h)e^{-E_h/kT}$. With $y=E_ht/kT$, the substitution used for $A$ gives the averaged final density of states as $g(kT)(2/\sqrt\pi)|y|e^{y}K_1(|y|)$. Its $e^y$ cancels the phonon's $e^{-y}$, and $\int_0^\infty yK_1dy=\pi/2$ makes the $t$ integral $2\sqrt\pi\,kT/E_h$. Per final valley and per choice of $\mathbf Q$,
\begin{align}
w_2={}&\frac{2\pi}{\hbar}\frac{4}{\Delta^2}\left(\frac{D^2\hbar}{2\rho\omega_h}\right)^{\!2}\frac{Q^3}{32\pi^2}\,g(kT)\nonumber\\
&\times2\sqrt\pi\left(\frac{kT}{E_h}\right)^{\!2}e^{-E_h/kT}.
\end{align}
Take a transverse branch, which is slower than the 18 km/s used above and so has a half-way energy below $W$. For assumed values $E_h=70$ meV and $\Delta=3$ eV, $6w_2$ is about 5\% of the one-phonon decay rate at 77 K and 40\% at 50 K. The jump has three nearly equal forms, of lengths 1.056, 1.056 and 1.075, each with its own half-way point. If $\omega\propto q$ holds with one speed in all directions and $\Delta$ is the same for all three, together they multiply the rate by about 2.8, to 14\% at 77 K and about 110\% at 50 K. Neither assumption is safe. The third half-way point lies along [110], where one transverse branch is slower, and taking 65 meV there raises the factor to about 5 at 77 K and 7 at 50 K. The virtual states also differ, and $w_2\propto1/\Delta^2$. The couplings to the half-way phonons are guesses, so these are orders of magnitude. The lower activation energy is the firmer conclusion: on cooling, this channel gains on the one-phonon process, and the slope of $\ln\tau$ becomes smaller. Between 45 and 55 K the model slopes are 109 meV for one phonon, 81 meV for two and 94 meV for both together. This holds for a crystal with almost no impurities. The impurity rate above is not activated and equals the one-phonon rate at about $4\times10^{12}$ cm$^{-3}$ at 60 K and $7\times10^{10}$ cm$^{-3}$ at 50 K. With more impurities than that, they flatten the slope first and hide the two-phonon channel.

All numerical values are calculated from the stated model.
